# When threshold voltage divided by thickness is not the critical field

**Q:** I have two phase-change films of the same material. The 20 nm film switches at 0.9 V, so its critical field is $0.9\ \mathrm{V}/20\ \mathrm{nm}=45$ V/µm. Threshold switching happens when the field reaches a critical value, so dividing the voltage by the thickness must give that value.

**A:** What does the same division give for the other film?

**Q:** It is 40 nm thick and switches at 1.5 V, which gives 37.5 V/µm. I put the difference down to scatter and was going to quote the average.

**A:** Test the idea before averaging. If 45 V/µm were a property of the material, the 40 nm film would switch at 1.8 V. It switches 0.3 V lower. Your division assumes that the whole applied voltage falls across a uniform bulk. Suppose instead that a fixed part $V_0$ falls somewhere else, for instance at a contact. With bulk critical field $F_c$ and thickness $L$,

$$V_T=F_cL+V_0,\qquad \frac{V_T}{L}=F_c+\frac{V_0}{L}.$$

For positive $V_0$ the ratio exceeds $F_c$ and falls with thickness, as yours does.

**Q:** Then I can solve for both unknowns. Subtracting the two equations removes $V_0$:

$$F_c=\frac{V_2-V_1}{L_2-L_1}=\frac{1.5-0.9}{40-20}\ \frac{\mathrm V}{\mathrm{nm}}=0.030\ \frac{\mathrm V}{\mathrm{nm}}=30\ \mathrm{V/µm}.$$

The rest is $V_0=V_1-F_cL_1=0.9-0.6=0.3$ V. So the data imply 30 V/µm, or 0.30 MV/cm, and an offset of 0.3 V.

**A:** They imply it if the offset and the critical field are the same in both films. Two points fit some straight line whatever the physics, so the fit cannot confirm its own assumption.

**Q:** How firm are the numbers if I do accept the line?

**A:** Take the thicknesses as exact, with independent errors of $\delta=0.05$ V on each voltage. The slope contains $V_2-V_1$, whose error is $\sqrt2\,\delta$, so the slope error is $\sqrt2\,\delta/(20\ \mathrm{nm})=3.5$ V/µm. Because $L_2=2L_1$, the offset is $V_0=2V_1-V_2$, with error $\sqrt{4+1}\,\delta=0.11$ V. The offset is then 2.7 times its own error: probably real, but poorly measured. Thickness errors come on top: an independent error of 1 nm in each film alone gives a slope error of about 2 V/µm. Together with the voltage errors it raises the error of the offset to 0.13 V, so the offset is then only 2.3 times its error.

**Q:** Why should a contact drop be fixed? More current usually needs more voltage.

**A:** Then let it depend on the current density $J$. Assume that the current is steady and uniform over the area, and that neither the bulk law $F(J)$ nor the contact drop $V_c(J)$ depends on $L$. The total voltage is

$$V(J)=L\,F(J)+V_c(J).$$

In a switching material $F(J)$ rises to a maximum $F_c$ at some $J_c$ and then falls, because the material conducts better at high current. The threshold is the top of the total curve: above that voltage there is no steady state left on the low-current branch. So

$$V_T(L)=\max_J\,[L\,F(J)+V_c(J)],$$

with $J$ in a fixed window that contains $J_c$ and the threshold currents $J_T$ of all the films compared.

**Q:** I don't know $V_c(J)$. Can I still say anything about $F_c$?

**A:** Yes, from both sides. A maximum is at least as large as the value at any chosen current. Choose $J_c$:

$$V_T(L)\ge L F_c+V_c(J_c)\ge LF_c,$$

where the last step needs $V_c(J_c)\ge0$. Hence $F_c\le V_T/L$.

For the other side, let $J_2$ be the threshold current of the thicker film. Then $V_T(L_2)=L_2F(J_2)+V_c(J_2)$. Using the same current in the thinner film gives $V_T(L_1)\ge L_1F(J_2)+V_c(J_2)$. Subtracting, the contact terms cancel:

$$V_T(L_2)-V_T(L_1)\le(L_2-L_1)F(J_2)\le(L_2-L_1)F_c.$$

The two-point slope is therefore a lower bound, and

$$\frac{V_T(L_2)-V_T(L_1)}{L_2-L_1}\;\le\;F_c\;\le\;\frac{V_T(L_2)}{L_2}.$$

**Q:** So, leaving measurement error aside, $F_c$ lies between 30 and 37.5 V/µm, and my 45 is excluded.

**A:** Within this series picture, yes.

**Q:** And how would I find out whether the series picture is right?

**A:** Measure a third thickness. It can contradict the picture, though it cannot prove it. For each fixed $J$, the expression $LF(J)+V_c(J)$ is a straight line in $L$, and the maximum of a set of straight lines is convex: its slope never decreases as $L$ grows. From 40 to 80 nm the slope must be at least the 30 V/µm found between 20 and 40 nm. It must also be at most $F_c$, which is at most 37.5 V/µm. So

$$1.5+40\times0.030=2.7\ \mathrm V\;\le\;V_T(80\ \mathrm{nm})\;\le\;1.5+40\times0.0375=3.0\ \mathrm V.$$

A law with no offset at all, $V_T\propto L^p$, also passes through your two points if $p=\ln(1.5/0.9)/\ln2=0.737$. It predicts 2.5 V at 80 nm, which is outside the range. But the lower limit is $3V_2-2V_1$, so with errors of 0.05 V on all three voltages its distance from the measured 80 nm value has an error of $\sqrt{9+4+1}\times0.05=0.19$ V. Even a reading of 2.5 V would then be only about one error below the limit. To tell the two laws apart you need smaller errors, for instance from averaging over many devices.

**Q:** Is there any physical reason for a law that bends downwards like that?

**A:** Heating of the film can bend the law downwards. The exponent depends on how the film conducts and how the heat leaves. Start with an ohmic bulk, with conductivity $\sigma(\theta)$ that rises steeply with temperature $\theta$, and let heat leave through the electrodes, which stay at temperature $T$. Per unit volume, $\sigma(\theta)F^2=G(\theta-T)$, where $G$ is the heat loss per kelvin. Solving for the field,

$$F^2=G\,\frac{\theta-T}{\sigma(\theta)}.$$

The temperature at which the last factor peaks does not depend on $G$. The peak field therefore scales as $\sqrt G$, and $V_T\propto L\sqrt G$. If the boundary between film and electrode limits the heat flow, the heat lost per unit area at a given $\theta-T$ does not depend on $L$. The loss per unit volume then has $G\propto1/L$, so $V_T\propto\sqrt L$, which bends downwards. If conduction through the film limits the flow, over a distance of order $L$, then $G\propto1/L^2$ and this one-temperature estimate gives a $V_T$ independent of thickness. Here the estimate reaches its limit. Resolve the temperature profile, with thermal conductivity $\kappa$ and electrodes held exactly at $T$, and the voltage obeys $V^2=8\int_T^{\theta_m}(\kappa/\sigma)\,d\theta$, where $\theta_m$ is the temperature in the middle of the film. This keeps rising with $\theta_m$, so in an ohmic film the current climbs steeply but there is no true threshold. Thickness does not appear in this voltage either, so there is no critical field of the material to extract.

Conduction that grows faster than linearly with field changes the exponent. If $J\propto F^m$ at fixed temperature, the heating power $JF$ grows as $F^{m+1}$, and the peak field scales as $G^{1/(m+1)}$. With $G\propto1/L$ this gives $V_T\propto L^{m/(m+1)}$. For $m=3$ the exponent is 0.75, close to your 0.737. These exponents need a boundary resistance $R$ well above $L/(6\kappa)$, which is about $2$ to $3\times10^{-8}$ m² K/W for your films if $\kappa=0.2$ W/(m K). With $R$ between $10^{-8}$ and $3\times10^{-8}$ m² K/W, an activation energy of 0.30 eV and the temperature profile resolved, the exponent between 20 and 40 nm is lower: 0.2 to 0.3 for $m=1$, about 0.6 to 0.65 for $m=3$ and 0.72 to 0.76 for $m=5$. So heating could imitate your data, but the value of $m$ it needs depends on how the heat leaves. In all these cases the bulk law depends on $L$, which breaks the assumption behind the bracket.

**Q:** Then what kind of mechanism does give a critical field that belongs to the material?

**A:** One in which the energy is lost locally. Here is a simple model: the carriers reach a temperature $\theta$ above the lattice temperature $T$ and pass energy to the lattice at a rate $G(\theta-T)$ per unit volume, with $G$ independent of $L$. Conduction is thermally activated and grows faster than linearly with field, with a field scale $F_0$ that I take as independent of temperature:

$$J=s(\theta)\sinh\frac{F}{F_0},\quad s(\theta)=S\,e^{-E_A/k\theta},\qquad JF=G(\theta-T).$$

Insert the first equation into the last, divide by $s(\theta)$ and take logarithms:

$$\ln F+\ln\sinh\frac F{F_0}=h(\theta)+\text{const},\qquad h(\theta)=\ln(\theta-T)+\frac{E_A}{k\theta}.$$

The left side increases with $F$, so $F$ peaks where $h$ does. Setting $h'=0$ gives

$$\frac1{\theta-T}=\frac{E_A}{k\theta^2}\quad\Rightarrow\quad k\theta^2-E_A\theta+E_AT=0,$$

$$\theta_c=\frac{E_A-\sqrt{E_A^2-4E_AkT}}{2k}.$$

The smaller root is the maximum, and it exists if $E_A>4kT$. For $E_A=0.30$ eV and $T=300$ K it is $\theta_c=331.6$ K, so the carriers are only $D=\theta_c-T=31.6$ K hotter than the lattice when the field peaks. Thickness appears nowhere in this result.

**Q:** Now add a contact whose drop grows with current. How wrong is the straight-line fit?

**A:** We need the shape of the peak. Let $u=\ln J$ and let primes on $F$ and $\theta$ mean derivatives with respect to $u$. Since $dJ/du=J$, differentiating the energy balance gives $JF+JF'=G\theta'$. At the peak $F'=0$, so $\theta'=JF/G=D$.

Next differentiate the logarithmic equation twice. At the peak the terms with $F'$ vanish on the left, and the term with $h'(\theta)$ vanishes on the right:

$$F''\left[\frac1{F_c}+\frac1{F_0}\coth\frac{F_c}{F_0}\right]=D^2\,\frac{d^2h}{d\theta^2}.$$

Here $d^2h/d\theta^2=-1/D^2+2E_A/(k\theta_c^3)$, and the peak condition turns the second term into $2/(D\theta_c)$. Thus

$$F''=-\frac{1-2D/\theta_c}{1/F_c+\coth(F_c/F_0)/F_0}.$$

I choose $F_0=10$ V/µm and set $F_c=30$ V/µm. The numerator is 0.809 and the denominator is $0.0333+0.1005=0.1338$ µm/V, so $F''=-6.05$ V/µm.

**Q:** And the contact?

**A:** Near $J_c$ let its drop be $V_c(J_c)+gx$, with $x=\ln(J/J_c)$ and $g=dV_c/du$. The total voltage near the peak is

$$V\approx LF_c+V_c(J_c)+gx-\tfrac12L|F''|x^2.$$

Setting the derivative to zero gives $x=g/(L|F''|)$. Putting this back, the linear term contributes $g^2/(L|F''|)$ and the quadratic term removes half of it:

$$V_T\approx F_cL+V_c(J_c)+\frac{g^2}{2L|F''|}.$$

This is the leading correction for thick films. With $V_c(J_c)=0.30$ V and $g=0.05$ V, the last term at 20 nm is $0.0025/(2\times0.020\times6.05)$ V, about 10 mV. At 40 nm it is about 5 mV.

**Q:** That is small. But it is larger in the thinner film, so it must tilt the line.

**A:** It does. Write the term as $c/L$. The two-point slope becomes $F_c-c/(L_1L_2)$, and the fitted offset becomes $V_c(J_c)+c(1/L_1+1/L_2)$. So the slope comes out low and the offset high. Solving the model without the expansion, with a contact drop that is almost logarithmic in $J$, gives:

| $L$ (nm) | $V_T$ (V) | $V_T/L$ (V/µm) | $J_T/J_c$ |
|---|---|---|---|
| 20 | 0.910 | 45.5 | 1.53 |
| 40 | 1.505 | 37.6 | 1.23 |
| 80 | 2.703 | 33.8 | 1.11 |
| 160 | 5.101 | 31.9 | 1.05 |

The line through the first two rows has slope 29.7 V/µm and offset 0.316 V, against true values of 30 and 0.30. The slope is 1% low, while the ratio at 20 nm is 52% high.

**Q:** The threshold current is above $J_c$ in every row. Has the bulk already passed its peak?

**A:** Yes. At the top of the total curve $LF'+V_c'=0$. Since $V_c'>0$, $F'$ must be negative there: the rising contact drop keeps the total voltage rising a little beyond the bulk peak. If the contact drop grows faster than $L|F'|$ everywhere, the curve has no top and there is no threshold in this steady-state sense; in this model that happens for $g$ above about 0.14 V at 20 nm and 0.28 V at 40 nm. This describes steady states only. Whether they are stable in time also depends on the film's capacitance and on how fast the carriers lose energy; if they are not, the film might switch before the top of the curve. At 20 nm the bulk field at threshold is 29.5 V/µm, slightly below $F_c$. This is also the local slope of $V_T$ against $L$. Differentiating $V_T=LF(J_T)+V_c(J_T)$ gives $F(J_T)$ plus $(LF'+V_c')\,du_T/dL$, where $u_T=\ln J_T$, and the bracket is zero.

**Q:** If I remove the contact from the model, does my division work?

**A:** It does. With the contact drop set to zero and everything else held fixed, the model gives $V_T/L=30.0$ V/µm at both 20 and 80 nm. With a contact, the division improves as the film gets thicker. For a fixed offset the relative excess over $F_c$ is $V_0/(F_cL)$. To bring it below 5% you need $L>0.3\ \mathrm V/(0.05\times30\ \mathrm{V/µm})=0.2$ µm, or 200 nm.

**Q:** How close is this model to a real memory cell?

**A:** The numbers are round values in the rough range of amorphous Ge-Sb-Te cells: films of tens of nanometres, threshold fields of tens of V/µm and an activation energy of a few tenths of an eV. I took $J_c=10^4$ A/cm², which is 0.25 µA through a square of side 50 nm. That is on the low side; I would expect something nearer a microampere.

The current matters because real films also heat their lattice. For uniform heating power $JF$ and electrodes at fixed temperature, the steady temperature rise is $JF\,x(L-x)/(2\kappa)$ at distance $x$ from one electrode. Its average over the film is $JFL^2/(12\kappa)$. With a rough thermal conductivity $\kappa=0.2$ W/(m K), the average rise is 0.75 K at 20 nm and 2.5 K at 40 nm. Putting this average rise into the contact-free $F_c$ gives threshold shifts of about $-3.5$ and $-23$ mV, an estimate good to roughly 20%. They lower the fitted slope by $(23-3.5)\ \mathrm{mV}/20\ \mathrm{nm}\approx1$ V/µm and raise the offset by $23-2\times3.5\approx16$ mV. At four times the current the slope error grows to between 3 and 4 V/µm, comparable with the 3.5 V/µm slope error from the voltage measurements. Thermal resistance at the boundaries with the electrodes, left out here, adds to the heating: an assumed $10^{-8}$ to $3\times10^{-8}$ m² K/W at each boundary would raise the slope error at the original current from about 1 V/µm to somewhere between 1.1 and 1.7 V/µm. Pulses too short for the film to reach its steady temperature would heat it less.

**Q:** Does the temperature of the whole chip matter too?

**A:** Strongly, in this model. With the other parameters held fixed, $F_c$ falls from 30 V/µm at 300 K to 19.5 V/µm at 358 K. If $F_0$ instead grows in proportion to temperature, as in common hopping models, the fall is somewhat smaller, to about 21 to 22 V/µm, depending on whether the carrier or the lattice temperature is meant. The two thicknesses must therefore be compared at the same temperature.

**Q:** Can I at least say that the 0.3 V sits at the contact?

**A:** The fit doesn't say where it sits. Any voltage that does not depend on $L$ would appear in the same way. The field inside the film may not be uniform either. A net trapped charge density $N$ changes the field across the film by $eNL/\varepsilon$. For an assumed $N=10^{17}$ cm⁻³ and relative permittivity 15, that is 4.8 V/µm over 40 nm, or 16% of $F_c$. With that much charge, "the critical field" would be an average over the film and might itself depend on thickness.

**Q:** What should I report, then?

**A:** Report a slope of 30 V/µm and an offset of 0.3 V, with their errors, and state that they assume the same offset and the same critical field in both films. If you let the series drop vary with current, but keep it non-negative and keep both it and the bulk law independent of thickness, report the bracket from 30 to 37.5 V/µm. With errors of 0.05 V on each voltage, the lower limit has an error of 3.5 V/µm and the upper limit one of about 1.3 V/µm. Independent thickness errors of 1 nm in each film raise these to about 4 and 1.6 V/µm. Then measure all three thicknesses at the same temperature, with the same pulse shape and at the same time after the amorphous state was formed, since the threshold voltage of real films can depend on both. Use enough devices to bring the random voltage errors well below 0.05 V; averaging does not remove a systematic difference between the films. The remaining figures for the model film are in the numerical output below.

## Calculated quantities

```
DATA
thicknesses: 20 and 40 nm
threshold voltages: 0.9 and 1.5 V
ratios V_T/L: 45.0 and 37.5 V/um
two-point slope: 30.0 V/um = 0.30 MV/cm
offset: 0.30 V
40 nm voltage predicted from the 20 nm ratio: 1.80 V
bracket for F_c: 30.0 to 37.5 V/um
assumed error of each voltage: 0.05 V
error of slope: 3.5 V/um
error of offset: 0.11 V
allowed V_T at 80 nm: 2.70 to 3.00 V
power law exponent through both points: 0.737
power law V_T at 80 nm: 2.50 V
MODEL FILM
activation energy: 0.30 eV; lattice: 300 K
field scale F0: 10 V/um; set F_c: 30 V/um
critical current density: 1.0e+04 A/cm2
critical current, 50 nm square: 0.25 uA
contact drop at J_c: 0.30 V
contact growth per unit ln J: 0.05 V
carrier temperature at peak: 331.6 K
carrier heating at peak D: 31.6 K
curvature F'' in ln J: -6.05 V/um
L=20 nm: V_T=0.9105 V, V_T/L=45.52 V/um, J_T/J_c=1.528
L=40 nm: V_T=1.5052 V, V_T/L=37.63 V/um, J_T/J_c=1.231
L=80 nm: V_T=2.7026 V, V_T/L=33.78 V/um, J_T/J_c=1.109
L=160 nm: V_T=5.1013 V, V_T/L=31.88 V/um, J_T/J_c=1.053
fitted slope, 20 and 40 nm: 29.74 V/um
fitted offset, 20 and 40 nm: 0.3158 V
bulk field at 20 nm threshold: 29.46 V/um
local slope dV_T/dL at 20 nm: 29.46 V/um
1/L term at 20 and 40 nm: 10.33, 5.17 mV
no contact, V_T/L at 20 and 80 nm: 30.00, 30.00 V/um
NEGLECTED EFFECTS
thermal conductivity assumed: 0.2 W/(m K)
L=20 nm: mean lattice rise 0.75 K, V_T shift -3.5 mV
L=40 nm: mean lattice rise 2.45 K, V_T shift -22.9 mV
F_c at 358 K: 19.5 V/um
net charge 1e+17 cm-3, permittivity 15: field spread over 40 nm 4.8 V/um
0.3 eV barrier: tunnelling exponent 37.4, thermal exponent 11.6
```
